# Why the cracking stress of a thin film falls with thickness

## Two films, one stress

Take two films of the same brittle material on the same kind of very thick substrate. One is $0.5\ \mu\mathrm{m}$ thick, the other $4\ \mu\mathrm{m}$. Both carry the same uniform tension $\sigma$ in the plane of the film. A long straight crack runs through each film, cutting it from the surface down to the interface. Such a crack is called a channel crack.

If the material had one cracking stress, both films would be equally close to failure. To see whether they are, view the cross-section of the thin film, cut across the channel, and magnify it by a factor of 8. Linear elasticity contains no length of its own, so the magnified picture, with all displacements also multiplied by 8, is the solution for the thick film. Strains are displacement differences divided by distances, so they are the same at corresponding points, and so are the stresses and the energy densities.

The energy released per unit length of channel is an energy density integrated over the cross-section. It grows by $8^2=64$. The crack area made per unit length of channel is the film thickness, which grows by 8. The energy available per unit of new crack area therefore grows by

$$\frac{64}{8}=8 .$$

Suppose the thin film is just at the stress where its channel crack can run. At that same stress the thick film supplies eight times the energy its crack needs. Energy is quadratic in stress, so the thick film reaches its own threshold at a stress lower by the factor $1/\sqrt8=0.354$. One stress cannot be the threshold for both.

## The counter-example in numbers

Let the film have Young modulus $E=8$ GPa and Poisson ratio $\nu=0.25$. The substrate has modulus 160 GPa and the same Poisson ratio. The fracture energy of the film, counted per unit area of crack plane, is $\Gamma=4\ \mathrm{J/m^2}$. These are round model values. The modulus that enters is the plane-strain one, because material beside a long channel cannot change its length along the channel:

$$E'=\frac{E}{1-\nu^2}=\frac{8}{1-0.0625}\ \mathrm{GPa}=8.533\ \mathrm{GPa}.$$

As proved below, the energy released per unit area of crack by an advancing full-depth channel is

$$G=\frac{Z\sigma^2h}{E'},$$

where $h$ is the film thickness and $Z$ is a pure number set by the elastic constants. For this film and substrate, a finite-element solution of the cracked cross-section gives $Z=1.107$. Setting $G=\Gamma$ gives the critical stress, which for the thin film is

$$\sigma_c=\sqrt{\frac{E'\Gamma}{Zh}}
=\sqrt{\frac{(8.533\times10^{9})(4)}{(1.107)(0.5\times10^{-6})}}\ \mathrm{Pa}
\approx 248\ \mathrm{MPa}.$$

The same formula gives 176 MPa at $1\ \mu\mathrm{m}$, 124 MPa at $2\ \mu\mathrm{m}$ and 88 MPa at $4\ \mu\mathrm{m}$. Each doubling of thickness divides the critical stress by $\sqrt2$.

If the 248 MPa found for the thin film were taken as a property of the material and allowed in the $4\ \mu\mathrm{m}$ film, the driving force there would be $8\Gamma=32\ \mathrm{J/m^2}$, against the $4\ \mathrm{J/m^2}$ that the film can absorb.

For a process that fixes the stress, the same condition is better read as a limit on thickness. At $\sigma=60$ MPa,

$$h_c=\frac{E'\Gamma}{Z\sigma^2}
=\frac{(8.533\times10^{9})(4)}{(1.107)(6.0\times10^{7})^2}\ \mathrm{m}
\approx 8.6\ \mu\mathrm{m}.$$

Halving the stress would allow four times the thickness. The number holds for this film lying directly on this stiff substrate. A more compliant layer underneath raises $Z$ and lowers $h_c$. In real brittle films moisture can also let a channel creep forward at $G$ below the fast-fracture value, so the $\Gamma$ used must be the one for the environment the film will see.

## The general statement

Let a film of thickness $h$ carry a uniform equibiaxial tension $\sigma$. Assume that

- film and substrate are linear elastic and perfectly bonded, and the crack does not enter the substrate;
- the substrate, of thickness $H$ and modulus $E_s$, is much thicker than the film, and if it is the more compliant of the two it is thick enough that $E_sH\gg Eh$;
- the channel is long compared with $h$ and far from other cracks;
- $\Gamma$ does not depend on $h$.

Then a full-depth channel crack can advance if $\sigma\ge\sigma_c$, with

$$\sigma_c=\sqrt{\frac{E'\Gamma}{Zh}},\qquad \frac{d\ln\sigma_c}{d\ln h}=-\frac12 ,$$

and $Z$ is independent of $h$ and $\sigma$.

## Proof

**Energy released by the cut.** Let $x$ point across the crack plane, $y$ down into the film and $z$ along the channel. Far behind the channel's leading edge nothing depends on $z$, and the strain $\varepsilon_{zz}$ caused by cracking is zero. Measure displacements $\mathbf u$ from the uncracked state. In that state the film carries $\sigma_{xx}=\sigma_{zz}=\sigma$. The balancing stress in the substrate is of order $\sigma$ times the ratio of film to substrate thickness (about four times that product at the interface if the substrate is free to bend) and is neglected.

With $C$ the elastic stiffness, the change of stored energy per unit length of channel is

$$F[\mathbf u]=\sigma\int_{\rm film}\varepsilon_{xx}\,dA+\frac12\int\varepsilon\!:\!C\!:\!\varepsilon\,dA .$$

The first term is the work of the initial stress on the added strain. The initial $\sigma_{zz}$ does not appear, because it multiplies $\varepsilon_{zz}=0$. The second term is the energy of the added strain itself, in film and substrate.

The cracked body settles where $F$ is least, with $\mathbf u$ free to jump across the cut. At the minimum, the first-order change of $F$ vanishes for every allowed variation. Choosing the variation proportional to $\mathbf u$ itself gives

$$\sigma\int_{\rm film}\varepsilon_{xx}\,dA+\int\varepsilon\!:\!C\!:\!\varepsilon\,dA=0 .$$

The factor $\tfrac12$ is gone because the second term of $F$ is quadratic. Using this to eliminate the quadratic term,

$$F_{\min}=\frac{\sigma}{2}\int_{\rm film}\varepsilon_{xx}\,dA .$$

Now integrate $\varepsilon_{xx}=\partial u_x/\partial x$ over $x$ at fixed depth. The displacement vanishes far away on both sides. The left part gives $u_x(0^-)$ and the right part gives $-u_x(0^+)$. Their sum is $-\delta(y)$, where $\delta=u_x(0^+)-u_x(0^-)$ is the crack opening. The energy released, $W=-F_{\min}$, is therefore

$$W=\frac{\sigma}{2}\int_0^h\delta(y)\,dy .$$

It is positive, as it must be for a crack that opens under tension.

**Steady advance.** Let the channel grow by $dl$. The strained region around its leading edge moves forward unchanged. The net effect is that a slice of length $dl$ far ahead, uncracked, is replaced by a slice of length $dl$ far behind, fully cracked. The energy released is $W\,dl$ and the new crack area is $h\,dl$, so

$$G=\frac{W}{h}.$$

The length of the channel has dropped out. Once such a crack is long, growing longer does not change its driving force.

**Scaling.** Write $x=hX$, $y=hY$ and $\mathbf u=(\sigma h/E')\,\mathbf v$. Differentiating with respect to $x$ or $y$ brings a factor $1/h$, so the strain is $\varepsilon=(\sigma/E')\,e$, where $e$ is the strain formed from $\mathbf v$ in the coordinates $X,Y$. The area element is $dA=h^2dA'$. The two terms of $F$ become

$$\sigma\cdot\frac{\sigma}{E'}\,h^2\int_{0<Y<1}e_{XX}\,dA'
\quad\text{and}\quad
\frac12\,\frac{\sigma^2}{E'^2}\,h^2\int e\!:\!C\!:\!e\,dA' .$$

Both contain $\sigma^2h^2/E'$:

$$F=\frac{\sigma^2h^2}{E'}\left[\int_{0<Y<1}e_{XX}\,dA'+\frac12\int e\!:\!\frac{C}{E'}\!:\!e\,dA'\right].$$

In the bracket the film occupies $0<Y<1$ and the cut has unit depth. Neither $h$ nor $\sigma$ is left. Its minimum is a number, called $-Z$, which depends on the modulus ratio and the Poisson ratios. Hence

$$W=\frac{Z\sigma^2h^2}{E'},\qquad G=\frac Wh=\frac{Z\sigma^2h}{E'} .$$

Setting $G=\Gamma$ and solving for $\sigma$ gives the stated threshold. $\blacksquare$

The proof shows where the idea of a universal stress goes wrong. The stress is indeed the same in a thin and a thick film. Fracture, however, compares an energy per area with $\Gamma$, and at equal stress the thicker film releases more energy per area of crack.

## The size of $Z$

One case can be reduced to a familiar crack problem. If film and substrate have equal elastic constants, the cross-section is a half-plane with an edge crack. For depth $a$ and uniform tension $\sigma$ on the crack line, the energy release rate for deepening is $G_{\rm edge}=c\,\sigma^2a/E'$. Numerical solution of the integral equation for the crack opening gives $c=3.951$. The energy $W$ is what is released as the crack deepens from 0 to $h$:

$$W=\int_0^h\frac{c\,\sigma^2a}{E'}\,da=\frac{c\,\sigma^2h^2}{2E'} ,$$

so $Z=c/2=1.976$.

The stiff substrate of the example has the smaller value 1.107. The direction of this change follows from $F$. Stiffening the substrate raises the quadratic term for every displacement field that strains the substrate and lowers it for none. The minimum of $F$ cannot fall, so $W$ and $Z$ cannot rise. Since $W=\tfrac{\sigma}{2}\int_0^h\delta\,dy$, the mean crack opening at given $\sigma$, $h$ and $E'$ is smaller in the same proportion as $Z$. Relative to the matched case, the critical stress at equal thickness is higher by $\sqrt{1.976/1.107}\approx1.34$. The exponent $-\tfrac12$ is the same in both.

The value 1.107 was computed with a substrate $200\ \mu\mathrm{m}$ thick. It was the same to three decimals for all four thicknesses from 0.5 to $4\ \mu\mathrm{m}$, so the finite substrate does not disturb the law there. A finer mesh gives 1.109. The other finite-element values for the stiff substrate come from the coarser mesh and carry errors of a few tenths of a percent.

## Channels that stop above the interface

A channel need not reach the interface. If its depth is $a<h$, the steady-state argument gives the driving force $W(a)/a$. The scaling argument is unchanged, except that the cut now has depth $a/h$ in the scaled picture. So

$$\frac{W(a)}{a}=g\!\left(\frac ah\right)\frac{\sigma^2h}{E'},\qquad g(1)=Z .$$

For the stiff substrate the finite-element values of $g$ are 1.024, 1.091, 1.127, 1.128 and 1.107 at $a/h=0.70$, 0.80, 0.90, 0.95 and 1. The largest driving force belongs to a channel slightly shallower than the film. The reason can be read from

$$\frac{d}{da}\frac{W}{a}=\frac1a\left(\frac{dW}{da}-\frac Wa\right).$$

The average $W/a$ falls once the energy gained by deepening, $dW/da$, is less than the average so far. In units of $\sigma^2h^2/E'$, $W$ rises from $0.95\times1.128=1.072$ to 1.107 over the last 5% of the depth. That is a rate of about $0.035/0.05=0.7$ in units of $\sigma^2h/E'$, well below the average of about 1.1.

The lowest threshold is thus a little below the full-depth value, by the factor $\sqrt{1.107/1.128}\approx0.99$. Since the best $a/h$ is a pure number, this correction multiplies $\sigma_c$ by a constant and leaves the power of $h$ alone.

## When a fixed stress seems to appear

The law describes whether a long channel can keep running. It does not say what starts one. Suppose each film contains a long surface scratch, ending in a sharp crack, of the same total depth $a\ll h$ and no larger flaw. The scratch hardly feels the interface, so the edge-crack formula applies with the film's own modulus. It begins to deepen when $3.951\,\sigma^2a/E'=\Gamma$. For $a=0.1\ \mu\mathrm{m}$,

$$\sigma_i=\sqrt{\frac{(8.533\times10^{9})(4)}{(3.951)(0.1\times10^{-6})}}\ \mathrm{Pa}\approx294\ \mathrm{MPa}.$$

Finite-element solutions that include the stiff substrate give 298 MPa for $h=1\ \mu\mathrm{m}$ and 295 MPa for $h=4\ \mu\mathrm{m}$. The step from 294 to 295 MPa lies within the mesh error of a few tenths of a percent. The starting stress changes by about 1% between the two films while the channel threshold falls by half, from 176 to 88 MPa. Films with such flaws would seem to crack at one stress, but that stress measures the scratch depth together with $E'\Gamma$. Between 88 and 295 MPa the $4\ \mu\mathrm{m}$ film may look sound, yet a sharp scratch that is deep enough can launch a crack that then has enough energy to keep running.

## Where the inverse square root fails

The scaling step needs $h$ to be the one length in the problem. A second fixed length spoils it. Consider parallel cracks a distance $S$ apart, all advancing together. Each can draw on a strip of film of width $S$. In $F$, the energy density in the film is at least $\sigma\varepsilon_{xx}+\tfrac12E'\varepsilon_{xx}^2$, whose least value, at $\varepsilon_{xx}=-\sigma/E'$, is $-\sigma^2/(2E')$. The substrate can only add energy. Hence

$$W\le\frac{\sigma^2hS}{2E'},\qquad G\le\frac{\sigma^2S}{2E'} .$$

This bound on $G$ does not grow with $h$, so the threshold cannot fall below $\sqrt{2E'\Gamma/S}$, however thick the film. For $S=8\ \mu\mathrm{m}$ on the stiff substrate, finite elements give $Z=1.101$ at $h=1\ \mu\mathrm{m}$, nearly the isolated value, but $Z=0.748$ at $4\ \mu\mathrm{m}$. Between these thicknesses the critical stress changes by $\sqrt{1.101/(4\times0.748)}=0.607$ instead of 0.5, which corresponds to a mean exponent of $-0.36$.

If the toughness differs between two films while their elastic constants, and so $E'$ and $Z$, are the same, the comparison becomes

$$\frac{\sigma_c(h_2)}{\sigma_c(h_1)}=\sqrt{\frac{\Gamma_2\,h_1}{\Gamma_1\,h_2}} .$$

At the thin end, the formula gives a stress that grows without limit as $h\to0$. Linear elasticity gives out before that. If the material yields at a stress $\sigma_y$, the yielded zone at a crack tip has a size of order $E'\Gamma/\sigma_y^2$. Inserting $E'\Gamma=Z\sigma_c^2h$, its ratio to the film thickness is of order $Z(\sigma_c/\sigma_y)^2$. Yielding therefore leaves the law intact only while the predicted $\sigma_c$ stays well below $\sigma_y$.
